**Folding of a Lorentzian edge spectrum by point sampling**

An edge with rms deviation $\sigma$ and correlation length $\xi$, read at points a distance $d$ apart, has the spectrum $S_d(k)=\sigma^2d\sinh(d/\xi)/[\cosh(d/\xi)-\cos(kd)]$ for wavenumbers $|k|\le\pi/d$. The program asserts that this agrees with the covariance sum and with the sum of shifted Lorentzians. It also asserts the variance shares, the rise of the ratio to the Lorentzian on grids for five values of $d/\xi$, the limits of fine and coarse sampling, and the mean periodogram of a finite record. For $\sigma=1.2$ nm, $\xi=20$ nm and $d=10$ nm, the density at $\pi/d$ rises from 1.423 to 3.527 nm³, while the total variance stays at 1.44 nm². Simulated edges built from the Lorentzian reproduce the excess, and it disappears when the components at and beyond $\pi/d$ are removed before sampling. Detection noise of 0.5 nm adds a floor of 2.5 nm³, comparable with the folding excess. Averaging each reading over a length $d$ brings the density at $\pi/d$ down to 0.82 of the Lorentzian value.

## Numerical verification

```python
"""
Result under test: point samples, at spacing d, of an edge with covariance
R(z) = sigma^2 exp(-|z|/xi) have the spectrum
    S_d(k) = sigma^2 d sinh(d/xi) / (cosh(d/xi) - cos(k d)),
which is the Lorentzian S(k) = 2 sigma^2 xi / (1 + k^2 xi^2) folded into
|k| <= pi/d.  Total variance is kept; the density is raised, and the ratio
S_d/S is largest at the Nyquist wavenumber pi/d.
Symbols: sigma = rms edge deviation (nm), xi = correlation length (nm),
d = sample spacing (nm), k = angular wavenumber (rad/nm), N = sample count.
Spectra are two-sided, in nm^3, with variance = integral of S dk/(2 pi).
"""
import numpy as np
from scipy.integrate import quad

sigma, xi, d, N = 1.2, 20.0, 10.0, 200
noise_rms, blur = 0.5, 3.0
a = d / xi
k_nyq = np.pi / d


def covariance(z):
    return sigma**2 * np.exp(-np.abs(z) / xi)


def lorentzian(k):
    return 2 * sigma**2 * xi / (1 + (k * xi)**2)


def folded(k, spacing=d):
    r = spacing / xi
    return sigma**2 * spacing * np.sinh(r) / (np.cosh(r) - np.cos(k * spacing))


# Lorentzian from the covariance by quadrature
for k in (0.02, 0.1, 0.3):
    half = quad(covariance, 0, np.inf, weight='cos', wvar=k)[0]
    assert abs(2 * half / lorentzian(k) - 1) < 1e-6

# closed form against the covariance sum and against the sum of images
lags = np.arange(1, 200)
images = np.arange(-200000, 200001)
k_table = k_nyq * np.array([0.25, 0.5, 0.75, 1.0])
for k in np.append(k_table, 0.0):
    by_lags = d * (covariance(0) + 2 * np.sum(covariance(lags * d) * np.cos(k * lags * d)))
    by_images = np.sum(lorentzian(k + 2 * np.pi * images / d))
    assert abs(by_lags / folded(k) - 1) < 1e-11
    # the truncated image tail is of relative order 1e-6
    assert abs(by_images / folded(k) - 1) < 1e-5


# variance shares inside |k| < K, closed forms against integration
def true_share(K):
    return 2 / np.pi * np.arctan(K * xi)


def apparent_share(K):
    return 2 / np.pi * np.arctan(np.tan(K * d / 2) / np.tanh(a / 2))


for K in (0.2 * k_nyq, 0.5 * k_nyq, 0.9 * k_nyq):
    assert abs(quad(lorentzian, 0, K)[0] / np.pi / sigma**2 - true_share(K)) < 1e-8
    assert abs(quad(folded, 0, K)[0] / np.pi / sigma**2 - apparent_share(K)) < 1e-8
total_sampled = quad(folded, 0, k_nyq)[0] / np.pi
assert abs(total_sampled / sigma**2 - 1) < 1e-8

# the ratio exceeds one and rises up to Nyquist, for fine and coarse sampling
for r in (0.01, 0.1, 0.5, 2.0, 8.0):
    spacing = r * xi
    k_grid = np.linspace(0.05, np.pi, 300) / spacing
    ratio = folded(k_grid, spacing) / lorentzian(k_grid)
    assert np.all(ratio > 1) and np.all(np.diff(ratio) > 0)
    nyquist_formula = np.tanh(r / 2) * (r**2 + np.pi**2) / (2 * r)
    assert abs(ratio[-1] / nyquist_formula - 1) < 1e-9
zero_ratio = folded(0.0) / lorentzian(0.0)
assert abs(zero_ratio - a / 2 / np.tanh(a / 2)) < 1e-12

# limits of fine and coarse sampling
fine = 0.05 * xi
k_fine = 0.1 / fine
small_law = 1 + (0.05**2 + 0.1**2) / 12
assert abs(folded(k_fine, fine) / lorentzian(k_fine) - small_law) < 2e-6
tiny = 1e-3 * xi
fine_limit = folded(np.pi / tiny, tiny) / lorentzian(np.pi / tiny)
assert abs(fine_limit - np.pi**2 / 4) < 1e-5
coarse = 10 * xi
k_coarse = np.linspace(0, np.pi, 50) / coarse
assert np.max(np.abs(folded(k_coarse, coarse) / (sigma**2 * coarse) - 1)) < 1e-3

# mean periodogram of a finite record from its covariance matrix
index = np.arange(N)
matrix = covariance(d * (index[:, None] - index[None, :]))
for k in (0.031, 0.17, k_nyq):
    wave = np.exp(-1j * k * d * index)
    mean_periodogram = d / N * np.real(wave.conj() @ matrix @ wave)
    z = np.exp(-a - 1j * k * d)
    shift = -2 * sigma**2 * d / N * np.real(z * (1 - z**N) / (1 - z)**2)
    assert abs(mean_periodogram - folded(k) - shift) < 1e-9
leakage = mean_periodogram - folded(k_nyq)
assert abs(leakage - sigma**2 * d / (2 * N * np.cosh(a / 2)**2)) < 1e-9

# random edges built from the Lorentzian only, then sampled at spacing d
rng = np.random.default_rng(7)
edges, refine = 400, 64
fine_points = N * refine
modes = np.arange(fine_points // 2 + 1)
k_modes = 2 * np.pi * modes / (N * d)
amplitude = rng.normal(size=(edges, modes.size)) + 1j * rng.normal(size=(edges, modes.size))
amplitude *= np.sqrt(lorentzian(k_modes) / (2 * N * d))


def sampled_periodograms(mode_amplitudes):
    edge = np.fft.irfft(mode_amplitudes, n=fine_points, axis=1) * fine_points
    return d / N * np.abs(np.fft.rfft(edge[:, ::refine], axis=1))**2


upper = np.arange(N // 4, N // 2)
power = sampled_periodograms(amplitude)[:, upper]
sim_folded = power.mean()
scatter = np.mean(power.std(axis=0) / power.mean(axis=0))
amplitude[:, N // 2:] = 0
sim_filtered = sampled_periodograms(amplitude)[:, upper].mean()
mean_folded = folded(k_modes[upper]).mean()
mean_lorentz = lorentzian(k_modes[upper]).mean()
# statistical error is about 0.7 percent, mode cutoff below 1 percent
assert abs(sim_folded / mean_folded - 1) < 0.04
assert abs(sim_filtered / mean_lorentz - 1) < 0.04
assert abs(scatter - 1) < 0.05

# filtered edges at Nyquist: image sum against filtered covariance sum
k_images = k_nyq + 2 * np.pi * np.arange(-2000, 2001) / d
box_nyq = np.sum(lorentzian(k_images) * np.sinc(k_images * d / (2 * np.pi))**2)
blur_nyq = np.sum(lorentzian(k_images) * np.exp(-(k_images * blur)**2))
blur_unfolded = lorentzian(k_nyq) * np.exp(-(k_nyq * blur)**2)
step = d / 1000
s = np.arange(-4000, 4001) * step
triangle = np.maximum(0, 1 - np.abs(s) / d) / d
gauss = np.exp(-s**2 / (4 * blur**2)) / np.sqrt(4 * np.pi * blur**2)
for kernel, value in ((triangle, box_nyq), (gauss, blur_nyq)):
    cov = np.array([np.sum(kernel * covariance(n * d + s)) * step for n in range(81)])
    signs = (-1.0)**np.arange(1, 81)
    assert abs(d * (cov[0] + 2 * np.sum(signs * cov[1:])) / value - 1) < 1e-4
assert blur_nyq / blur_unfolded >= 2

# independent detection noise: mean periodogram is flat at variance times d
noise = rng.normal(scale=noise_rms, size=(edges, N))
noise_power = d / N * np.abs(np.fft.rfft(noise, axis=1)[:, upper])**2
noise_floor = noise_rms**2 * d
assert abs(noise_power.mean() / noise_floor - 1) < 0.04

S_nyq, F_nyq = lorentzian(k_nyq), folded(k_nyq)
half = k_nyq / 2
true_low, seen_low = true_share(half), apparent_share(half)
true_band = true_share(k_nyq)
true_high, seen_high = true_band - true_low, 1 - seen_low
print(f"rms edge deviation sigma = {sigma:.1f} nm")
print(f"correlation length xi = {xi:.1f} nm")
print(f"sample spacing d = {d:.1f} nm")
print(f"samples N = {N}, record length = {N * d:.0f} nm")
print(f"d/xi = {a:.3f}")
print(f"Nyquist wavenumber pi/d = {k_nyq:.4f} rad/nm")
print(f"k = 0: S = {lorentzian(0.0):.3f} nm^3, S_d = {folded(0.0):.3f} nm^3, ratio = {zero_ratio:.4f}")
for k in k_table:
    print(f"k = {k:.4f} rad/nm: S = {lorentzian(k):.3f} nm^3, "
          f"S_d = {folded(k):.3f} nm^3, ratio = {folded(k) / lorentzian(k):.3f}")
print(f"Nyquist ratio at d/xi = 0.001: {fine_limit:.4f}")
print(f"true variance sigma^2 = {sigma**2:.4f} nm^2")
print(f"integral of S_d over the band = {total_sampled:.4f} nm^2")
print(f"true variance share beyond Nyquist = {1 - true_band:.4f}")
print(f"lower half-band share: true = {true_low:.4f}, apparent = {seen_low:.4f}")
print(f"upper half-band share: true = {true_high:.4f}, apparent = {seen_high:.4f}")
print(f"upper half-band apparent/true variance = {seen_high / true_high:.3f}")
print(f"upper half-band apparent rms = {sigma * np.sqrt(seen_high):.3f} nm")
print(f"upper half-band true rms = {sigma * np.sqrt(true_high):.3f} nm")
print(f"folded variance landing in lower half-band = {seen_low - true_low:.4f} of sigma^2")
print(f"folded variance landing in upper half-band = {seen_high - true_high:.4f} of sigma^2")
print(f"simulated edges = {edges}")
print(f"upper half-band mean, simulated samples = {sim_folded:.3f} nm^3")
print(f"upper half-band mean, folded formula = {mean_folded:.3f} nm^3")
print(f"upper half-band mean, simulated with prefilter = {sim_filtered:.3f} nm^3")
print(f"upper half-band mean, Lorentzian = {mean_lorentz:.3f} nm^3")
print(f"single-periodogram relative scatter = {scatter:.3f}")
print(f"folding excess at Nyquist = {F_nyq - S_nyq:.3f} nm^3")
print(f"finite-record shift at Nyquist = {leakage:.4f} nm^3")
print(f"detection noise rms = {noise_rms:.2f} nm, noise floor = {noise_floor:.3f} nm^3")
print(f"samples averaged over length d: Nyquist value = {box_nyq:.3f} nm^3")
print(f"same, divided by Lorentzian = {box_nyq / S_nyq:.3f}")
print(f"Gaussian smoothing standard deviation = {blur:.1f} nm")
print(f"smoothed edge at Nyquist: unfolded = {blur_unfolded:.3f} nm^3, sampled = {blur_nyq:.3f} nm^3")
print(f"smoothed edge sampled/unfolded = {blur_nyq / blur_unfolded:.4f}")
print(f"smoothed edge sampled/original Lorentzian = {blur_nyq / S_nyq:.3f}")
print("verified")
```

Running it gives:

```
rms edge deviation sigma = 1.2 nm
correlation length xi = 20.0 nm
sample spacing d = 10.0 nm
samples N = 200, record length = 2000 nm
d/xi = 0.500
Nyquist wavenumber pi/d = 0.3142 rad/nm
k = 0: S = 57.600 nm^3, S_d = 58.795 nm^3, ratio = 1.0207
k = 0.0785 rad/nm: S = 16.612 nm^3, S_d = 17.844 nm^3, ratio = 1.074
k = 0.1571 rad/nm: S = 5.299 nm^3, S_d = 6.654 nm^3, ratio = 1.256
k = 0.2356 rad/nm: S = 2.482 nm^3, S_d = 4.090 nm^3, ratio = 1.648
k = 0.3142 rad/nm: S = 1.423 nm^3, S_d = 3.527 nm^3, ratio = 2.478
Nyquist ratio at d/xi = 0.001: 2.4674
true variance sigma^2 = 1.4400 nm^2
integral of S_d over the band = 1.4400 nm^2
true variance share beyond Nyquist = 0.1005
lower half-band share: true = 0.8038, apparent = 0.8471
upper half-band share: true = 0.0957, apparent = 0.1529
upper half-band apparent/true variance = 1.598
upper half-band apparent rms = 0.469 nm
upper half-band true rms = 0.371 nm
folded variance landing in lower half-band = 0.0433 of sigma^2
folded variance landing in upper half-band = 0.0572 of sigma^2
simulated edges = 400
upper half-band mean, simulated samples = 4.425 nm^3
upper half-band mean, folded formula = 4.435 nm^3
upper half-band mean, simulated with prefilter = 2.789 nm^3
upper half-band mean, Lorentzian = 2.795 nm^3
single-periodogram relative scatter = 0.990
folding excess at Nyquist = 2.104 nm^3
finite-record shift at Nyquist = 0.0338 nm^3
detection noise rms = 0.50 nm, noise floor = 2.500 nm^3
samples averaged over length d: Nyquist value = 1.171 nm^3
same, divided by Lorentzian = 0.823
Gaussian smoothing standard deviation = 3.0 nm
smoothed edge at Nyquist: unfolded = 0.585 nm^3, sampled = 1.171 nm^3
smoothed edge sampled/unfolded = 2.0002
smoothed edge sampled/original Lorentzian = 0.823
verified
```
